# Does graphene's optical interaction correction depend on the regulator?: verification in Python

```python
"""Interaction correction to the optical conductivity of a 2D Dirac cone.

Result under test: sigma = sigma0 * (1 + C*alpha), C = (19 - 6 pi)/12, for every
regulator that keeps the Ward identity, once the velocity is renormalized.
A hard electron cutoff and an unrenormalized dimensional result give other values.
Symbols: k, kp = electron momenta; c = cosine of their angle; q = |k - kp|;
D = 1 + 4 k^2; alpha = e^2/(kappa hbar v); s = exchange energy of the cone.
Units inside the loop integrals: v = 1, imaginary frequency Omega = 1, alpha = 1.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import ellipe, ellipk, gamma, hyp2f1

PI = np.pi
C_TRUE = (19 - 6 * PI) / 12
C_HARD = (25 - 6 * PI) / 12
C_BARE = (22 - 6 * PI) / 12


def unit_gauss(n):
    """Gauss-Legendre nodes and weights on [0, 1]."""
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


# ---- kernels: closed forms -------------------------------------------------
def vertex_length(k, kp, c, d=2):
    D, Dp = 1 + 4 * k**2, 1 + 4 * kp**2
    return (2 * (d - 1) * c / d + 2 * k / kp * (d - 2 + c**2) / d) / (D * Dp)


def self_length(k, d=2):
    """Response per unit exchange energy s."""
    return -8 * (d - 1) / d / (1 + 4 * k**2)**2


def vertex_velocity(k, kp, c):
    D, Dp = 1 + 4 * k**2, 1 + 4 * kp**2
    return (c + c**2 * (1 + 4 * k**2 + 4 * kp**2) / (4 * k * kp)) / (D * Dp)


def self_velocity(k):
    return -(1 + 12 * k**2) / (2 * k**2 * (1 + 4 * k**2)**2)


def kernel_length(k, kp, c):
    return vertex_length(k, kp, c) + self_length(k) * c / 2


def kernel_velocity(k, kp, c):
    return vertex_velocity(k, kp, c) + self_velocity(k) * c / 2


# ---- test of the kernels against products of Green functions ---------------
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
dirac = [np.kron(pauli[0], p) for p in pauli]
angle = (np.arange(400) + 0.5) * PI / 400 - PI / 2
freq, freq_w = np.tan(angle), PI / 400 / np.cos(angle)**2 / (2 * PI)


def induced(n, energy, W, omega):
    """First-order density matrix: frequency integral of G W G."""
    h = energy * sum(a * m for a, m in zip(n, dirac))
    one = np.eye(4)

    def green(w):
        return -(1j * w[:, None, None] * one + h) / (w**2 + energy**2)[:, None, None]
    return np.einsum('w,wij->ij', freq_w, green(freq + omega) @ W @ green(freq))


rng = np.random.default_rng(4)
kernel_error = 0.0
for d in (2, 3):
    n, m = rng.normal(size=d), rng.normal(size=d)
    n, m = n / np.linalg.norm(n), m / np.linalg.norm(m)
    c, k, kp, h = n @ m, 0.7, 1.2, 1e-4

    def current(response):
        """Trace with the velocity matrix, averaged over field directions."""
        return sum(np.trace(W @ response(W)).real for W in dirac[:d]) / (2 * d)

    def dynamic_part(W, direction, energy):
        return induced(direction, energy, W, 1.0) - induced(direction, energy, W, 0.0)

    found = current(lambda W: induced(n, k, -dynamic_part(W, m, kp), 1.0))
    kernel_error = max(kernel_error, abs(found - vertex_length(k, kp, c, d)))
    bubble = [current(lambda W: dynamic_part(W, n, e)) for e in (k + h, k - h)]
    found = ((k + h) * bubble[0] - (k - h) * bubble[1]) / (2 * h * k)
    kernel_error = max(kernel_error, abs(found - self_length(k, d)))
    if d == 2:
        found = current(lambda W: induced(n, k, -induced(m, kp, W, 1.0), 1.0)
                        - induced(n, k, -induced(m, kp, W, 0.0), 0.0))
        kernel_error = max(kernel_error, abs(found - vertex_velocity(k, kp, c)))
        found = (bubble[0] - bubble[1]) / (2 * h)
        kernel_error = max(kernel_error, abs(found - self_velocity(k)))
assert kernel_error < 1e-6   # limited by the finite difference in energy

# ---- zeroth order: conductivity per flavour in e^2/hbar --------------------
sigma_flavour = quad(lambda k: 1 / (1 + 4 * k**2), 0, np.inf)[0] / (4 * PI)
assert abs(sigma_flavour - 1 / 16) < 1e-9

# ---- double momentum integrals with explicit cutoffs -----------------------
K_MIN, CUT = 1e-7, 1e6
node, node_w = unit_gauss(160)
cube, cube_w = node**3, 3 * node**2 * node_w    # clusters points at k' = k
ang, ang_w = unit_gauss(48)


def exchange_integral(k, k_max, cutoff, weight):
    """Integral d2k'/(2 pi)^2 of V(q) * weight, V = 2 pi cutoff(q)/q."""
    total = 0.0
    for sign, span in ((1, np.log(k_max / k)), (-1, np.log(k / K_MIN))):
        u = span * cube
        kp = (k * np.exp(sign * u))[:, None]
        delta = 2 * np.sinh(u / 2)[:, None]
        t_max = np.arcsinh(PI / delta)
        t = t_max * ang
        theta = delta * np.sinh(t)
        dtheta = delta * np.cosh(t) * t_max * ang_w / PI
        q = np.sqrt(k * kp * (delta**2 + 4 * np.sin(theta / 2)**2))
        mean = np.sum(dtheta * cutoff(q) / q * weight(k, kp, np.cos(theta)), axis=1)
        total += np.sum(span * cube_w * kp[:, 0]**2 * mean)
    return total


def coefficient(k_max, cutoff, kernel):
    span = np.log(k_max / K_MIN)
    ks = K_MIN * np.exp(span * node)
    inner = np.array([exchange_integral(k, k_max, cutoff, kernel) for k in ks])
    return 16 * np.sum(span * node_w * ks**2 * inner) / (2 * PI)


def soft_exp(q):
    return np.exp(-q / CUT)


def soft_lorentz(q):
    return 1 / (1 + (q / CUT)**2)


def no_factor(q):
    return 1.0


FAR = 1e3 * CUT
c_vel_exp = coefficient(FAR, soft_exp, kernel_velocity)
c_len_exp = coefficient(FAR, soft_exp, kernel_length)
c_vel_lor = coefficient(FAR, soft_lorentz, kernel_velocity)
c_vel_hard = coefficient(CUT, no_factor, kernel_velocity)
c_len_hard = coefficient(CUT, no_factor, kernel_length)
# tolerance covers terms of order log(CUT)/CUT and quadrature error
for value, target in ((c_vel_exp, C_TRUE), (c_len_exp, C_TRUE), (c_vel_lor, C_TRUE),
                      (c_vel_hard, C_HARD), (c_len_hard, C_BARE)):
    assert abs(value - target) < 5e-5, (value, target)


# ---- Ward identity: velocity shift in the self-energy and in the vertex ----
def velocity_shifts(k_max, cutoff):
    in_self = exchange_integral(1.0, k_max, cutoff, lambda k, kp, c: c / (2 * k))
    in_vertex = exchange_integral(1.0, k_max, cutoff, lambda k, kp, c: c**2 / (2 * kp))
    return in_self, in_vertex


soft_self, soft_vertex = velocity_shifts(FAR, soft_exp)
hard_self, hard_vertex = velocity_shifts(CUT, no_factor)
assert abs(soft_vertex - soft_self) < 1e-5
assert abs(hard_vertex - hard_self - 0.25) < 1e-5


# ---- analytic reduction to one integral ------------------------------------
def zonal(l, d, x):
    """Angular mean of the l-th zonal harmonic over |1 - x|, for x < 1."""
    factor = (1.0, 1 / d, 3 / (d * (d + 2)))[l]
    return factor * x**l * hyp2f1(0.5 + l, 1.5 - d / 2, d / 2 + l, x**2)


d_test, x_test = 1.9, 0.6
power = (d_test - 3) / 2
harmonics = (lambda c: 1.0, lambda c: c,
             lambda c: (d_test * c**2 - 1) / (d_test - 1))
norm = quad(lambda c: 1.0, -1, 1, weight='alg', wvar=(power, power))[0]
for l, harmonic in enumerate(harmonics):
    direct = quad(lambda c: harmonic(c) / np.sqrt(1 + x_test**2 - 2 * x_test * c),
                  -1, 1, weight='alg', wvar=(power, power))[0] / norm
    assert abs(direct - zonal(l, d_test, x_test)) < 1e-8


def folded(x):
    u0, u1, u2 = (zonal(l, 2.0, x) for l in range(3))
    return (2 * u1 + (x + 1 / x) * (u0 + u2) / 2) / (1 + x) - u1 * (x + 1 / x**2)


two_c = quad(folded, 0, 1, limit=200)[0]
int_k = quad(lambda x: ellipk(x * x) / (1 + x), 0, 1, limit=200)[0]
int_e = quad(lambda x: ellipe(x * x) / (1 + x), 0, 1)[0]
assert abs(two_c - (19 / 6 - PI)) < 1e-7
assert abs(int_k - PI**2 / 8) < 1e-7 and abs(int_e - 1) < 1e-7


def log_weight(k):
    D = 1 + 4 * k**2
    return 4 / PI * np.log(k) * (8 * k**2 / D**2 - 1 / D)


log_gap = quad(log_weight, 0, 1)[0] + quad(log_weight, 1, np.inf)[0]
assert abs(log_gap - 1) < 1e-6


# ---- dimension d = 2 - 2 eps -----------------------------------------------
def dimensional(eps):
    """Bare coefficient and exchange velocity shift at unit momentum."""
    d, b, y_max = 2 - 2 * eps, -4 * eps, 35.0
    measure = 2 / ((4 * PI)**(d / 2) * gamma(d / 2))
    radial = PI / (2 * np.cos(PI * b / 2))
    loop = shift = 0.0
    for sign in (1, -1):
        y = np.append(y_max * cube, y_max)
        r, x = np.exp(-y), np.exp(-sign * y)
        u0, u1, u2 = (zonal(l, d, r) * (1 if sign > 0 else r) for l in range(3))
        transverse = ((d - 2) * u0 + ((d - 1) * u2 + u0) / d) / d
        mixed = radial * np.expm1((1 + b) * sign * y) / (-np.expm1(-2 * sign * y))
        single = radial * (1 + b) / 2
        f = x**d * ((2 * (d - 1) / d * u1 + 2 * transverse / x) * mixed
                    - 4 * (d - 1) / d * u1 * single)
        g = x**d * u1
        # beyond y_max both functions fall as exp(-2 eps y)
        loop += np.sum(y_max * cube_w * f[:-1]) + f[-1] / (2 * eps)
        shift += np.sum(y_max * cube_w * g[:-1]) + g[-1] / (2 * eps)
    bubble = (d - 1) / d * PI / (2 * np.cos(PI * (d - 2) / 2))
    return 2 * PI * measure * loop * 2**(-d) / bubble, PI * measure * shift


def to_zero(values):
    """Limit eps -> 0 from values at eps, eps/2, eps/4."""
    return (values[0] - 6 * values[1] + 8 * values[2]) / 3


eps_list = (0.01, 0.005, 0.0025)
dim_data = [dimensional(e) for e in eps_list]
c_dim_bare = to_zero([a for a, s in dim_data])
counter = to_zero([-2 * e * s for e, (a, s) in zip(eps_list, dim_data)])
c_dim_ren = c_dim_bare + counter
assert abs(c_dim_bare - C_BARE) < 1e-4    # cubic remainder of the extrapolation
assert abs(counter + 0.25) < 1e-4
assert abs(c_dim_ren - C_TRUE) < 1e-4


def sigma0_in_d(v, d):
    return v * quad(lambda z: np.exp((d - 1) * z) / (1 + 4 * v**2 * np.exp(2 * z)),
                    -60, 40, limit=400, points=[-5, 0, 5])[0]


v_power = np.log(sigma0_in_d(1.3, 1.8) / sigma0_in_d(1.0, 1.8)) / np.log(1.3)
assert abs(v_power - 0.2) < 1e-6

# ---- worked example, Hartree atomic units ----------------------------------
velocity, kappa, flavours = 0.5, 4.0, 4
alpha = 1 / (kappa * velocity)
sigma0 = flavours * sigma_flavour
siemens = constants.e**2 / constants.hbar

print(f"largest kernel error against Green functions: {kernel_error:.1e}")
print(f"sigma0 per flavour: {sigma_flavour:.6f} e^2/hbar")
print(f"cutoff Lambda in units of Omega/v: {CUT:.0e}")
print(f"C, velocity form, exponential soft cutoff: {c_vel_exp:.5f}")
print(f"C, length form, exponential soft cutoff: {c_len_exp:.5f}")
print(f"C, velocity form, Lorentzian soft cutoff: {c_vel_lor:.5f}")
print(f"C, velocity form, hard electron cutoff: {c_vel_hard:.5f}")
print(f"C, length form, hard electron cutoff: {c_len_hard:.5f}")
print(f"closed form (19-6pi)/12: {C_TRUE:.5f}")
print(f"closed form (22-6pi)/12: {C_BARE:.5f}")
print(f"closed form (25-6pi)/12: {C_HARD:.5f}")
print("velocity shifts below: at k = Omega/v, in units of alpha*v")
print(f"soft cutoff, self-energy: {soft_self:.5f}")
print(f"soft cutoff, vertex: {soft_vertex:.5f}")
print(f"hard cutoff, self-energy: {hard_self:.5f}")
print(f"hard cutoff, vertex: {hard_vertex:.5f}")
print(f"hard cutoff, vertex minus self-energy: {hard_vertex - hard_self:.5f}")
print(f"difference of mean logarithms: {log_gap:.6f}")
print(f"integral of K/(1+x): {int_k:.6f}")
print(f"integral of E/(1+x): {int_e:.6f}")
print(f"folded integral 2C: {two_c:.6f}")
for e, (bare, s) in zip(eps_list, dim_data):
    print(f"eps = {e}: bare C = {bare:.5f}, velocity shift/(alpha v) = {s:.4f}")
print(f"dimensional limit, bare C: {c_dim_bare:.5f}")
print(f"dimensional limit, velocity counterterm: {counter:.5f}")
print(f"dimensional limit, renormalized C: {c_dim_ren:.5f}")
print(f"power of v in sigma0 at d = 1.8: {v_power:.4f}")
print(f"example velocity: {velocity} a.u.; kappa: {kappa}; flavours: {flavours}")
print(f"example alpha: {alpha:.3f}")
print(f"example sigma0: {sigma0:.6f} a.u. = {sigma0 * siemens:.5e} S")
for label, coeff in (("consistent", C_TRUE), ("bare dimensional", C_BARE),
                     ("hard cutoff", C_HARD)):
    sigma = sigma0 * (1 + coeff * alpha)
    print(f"example sigma, {label}: {sigma:.6f} a.u. = {sigma * siemens:.5e} S")
    print(f"relative shift, {label}: {100 * coeff * alpha:.3f} percent")
print("tests ok")
```

Output:

```
largest kernel error against Green functions: 2.8e-08
sigma0 per flavour: 0.062500 e^2/hbar
cutoff Lambda in units of Omega/v: 1e+06
C, velocity form, exponential soft cutoff: 0.01254
C, length form, exponential soft cutoff: 0.01254
C, velocity form, Lorentzian soft cutoff: 0.01254
C, velocity form, hard electron cutoff: 0.51254
C, length form, hard electron cutoff: 0.26254
closed form (19-6pi)/12: 0.01254
closed form (22-6pi)/12: 0.26254
closed form (25-6pi)/12: 0.51254
velocity shifts below: at k = Omega/v, in units of alpha*v
soft cutoff, self-energy: 3.78115
soft cutoff, vertex: 3.78115
hard cutoff, self-energy: 3.67545
hard cutoff, vertex: 3.92545
hard cutoff, vertex minus self-energy: 0.25000
difference of mean logarithms: 1.000000
integral of K/(1+x): 1.233701
integral of E/(1+x): 1.000000
folded integral 2C: 0.025074
eps = 0.01: bare C = 0.25983, velocity shift/(alpha v) = 13.1082
eps = 0.005: bare C = 0.26114, velocity shift/(alpha v) = 25.5994
eps = 0.0025: bare C = 0.26183, velocity shift/(alpha v) = 50.5951
dimensional limit, bare C: 0.26254
dimensional limit, velocity counterterm: -0.25000
dimensional limit, renormalized C: 0.01254
power of v in sigma0 at d = 1.8: 0.2000
example velocity: 0.5 a.u.; kappa: 4.0; flavours: 4
example alpha: 0.500
example sigma0: 0.250000 a.u. = 6.08534e-05 S
example sigma, consistent: 0.251567 a.u. = 6.12348e-05 S
relative shift, consistent: 0.627 percent
example sigma, bare dimensional: 0.282817 a.u. = 6.88415e-05 S
relative shift, bare dimensional: 13.127 percent
example sigma, hard cutoff: 0.314067 a.u. = 7.64482e-05 S
relative shift, hard cutoff: 25.627 percent
tests ok
```
